# Does a five-orbital Kanamori interaction describe a d shell?

**Question**

I model an open d shell with the five-orbital Kanamori interaction: intra-orbital repulsion $U$, inter-orbital repulsion $U'=U-2J$, Hund's coupling $J$, with spin flips and pair hopping included. Since it is rotationally invariant, I took it to be the full d-shell Coulomb interaction in compact form. But for two electrons, without crystal field or spin-orbit coupling, I find a single triplet level with 30 states. Shouldn't there be separate $^3F$ (21 states) and $^3P$ (9 states) levels? Is my code wrong, or my choice of $U$ and $J$?

**Answer**

Neither. The interaction is rotationally invariant, but under a larger group than the rotations of space, and the extra symmetry forces the degeneracy. No choice of $U$ and $J$ removes it.

**The symmetry of the Kanamori form**

For real orbitals write

$$H=\tfrac12\sum_{abcd}\sum_{\sigma\sigma'}V_{abcd}\,c^\dagger_{a\sigma}c^\dagger_{b\sigma'}c_{d\sigma'}c_{c\sigma},\qquad V_{abcd}=\langle ab|cd\rangle ,$$

with $a,c$ belonging to electron 1. The Kanamori elements are $V_{aaaa}=U$ and, for $a\ne b$, $V_{abab}=U'$, $V_{abba}=V_{aabb}=J$. In one formula,

$$V_{abcd}=U'\delta_{ac}\delta_{bd}+J\delta_{ad}\delta_{bc}+J\delta_{ab}\delta_{cd}+(U-U'-2J)\,\delta_{abcd},$$

where $\delta_{abcd}=1$ if all four indices agree and 0 otherwise. At $U'=U-2J$ the last term vanishes. The others contain only products of Kronecker deltas, which any orthogonal $5\times5$ rotation of the orbitals leaves unchanged. The symmetry is therefore SO(5), with ten generators, whereas space rotations supply three.

Let $V$ act on a two-electron orbital function $\psi_{cd}$:

$$(V\psi)_{ab}=U'\psi_{ab}+J\psi_{ba}+J\delta_{ab}\sum_c\psi_{cc}.$$

- Antisymmetric $\psi$ (10 functions, spin triplet): $U'-J=U-3J$.
- Symmetric, traceless $\psi$ (14 functions, singlet): $U'+J=U-J$.
- $\psi_{ab}\propto\delta_{ab}$ (1 function, singlet): $U'+J+5J=U+4J$.

The ten antisymmetric functions are the seven of $L=3$ and the three of $L=1$. With three spin states each, they are your 30 states.

Detuning $U'$ does not help. The term $\delta_{abcd}$ acts only on $\psi_{aa}$, which is zero for an antisymmetric function, so all triplets stay at $U'-J$. Detuning merely destroys the continuous orbital symmetry.

**What a spherical d shell gives**

Let the five orbitals share one radial function. The interaction then has three constants, the Slater integrals $F^0,F^2,F^4$. In the complex orbitals $m=-2,\dots,2$, the direct and exchange energies are

$$D(m,n)=\sum_kF^kc^k(m,m)c^k(n,n),\qquad X(m,n)=\sum_kF^k[c^k(m,n)]^2,$$

where $c^k(m,n)=\sqrt{4\pi/(2k+1)}\int Y_{2m}^*\,Y_{k,m-n}\,Y_{2n}\,d\Omega$. For $m=n$ this is the average of the Legendre polynomial $P_k(\cos\theta)$ over $|Y_{2m}|^2$. For instance, $|Y_{22}|^2\propto\sin^4\theta$ has $\langle\cos^2\theta\rangle=1/7$, so $c^2(2,2)=(3/7-1)/2=-2/7$. For $|m|=2,1,0$ the diagonal values are $7c^2=-2,1,2$ and $21c^4=1,-4,6$; for the pairs $(2,1),(2,-1),(1,0)$ the squares needed for exchange are $49[c^2]^2=6,0,1$ and $441[c^4]^2=5,35,30$.

The state with $M_L=3$ and both spins up is one determinant, $(2,1)$, and belongs to $^3F$:

$$E(^3F)=D(2,1)-X(2,1)=F^0+\frac{-2-6}{49}F^2+\frac{-4-5}{441}F^4 .$$

At $M_L=1$ there are two determinants, $(2,-1)$ and $(1,0)$. The trace of their $2\times2$ matrix is $E(^3F)+E(^3P)$:

$$\Big[F^0-\tfrac{2}{49}F^2-\tfrac{4+35}{441}F^4\Big]+\Big[F^0+\tfrac{2-1}{49}F^2-\tfrac{24+30}{441}F^4\Big]=2F^0-\tfrac1{49}F^2-\tfrac{93}{441}F^4 .$$

Subtracting $E(^3F)$ leaves $E(^3P)=F^0+\frac7{49}F^2-\frac{84}{441}F^4$, and so

$$E(^3P)-E(^3F)=\frac{15F^2}{49}-\frac{75F^4}{441}=15B,\qquad B=\frac{F^2}{49}-\frac{5F^4}{441}.$$

The singlets follow from the same sum rule at $M_S=0$, where opposite spins have no diagonal exchange:

- $M_L=4$: $E(^1G)=D(2,2)$.
- $M_L=2$: $E(^3F)+E(^1G)+E(^1D)=2D(2,0)+D(1,1)$.
- $M_L=0$: the sum of all five terms is $2D(2,-2)+2D(1,-1)+D(0,0)$.

They give $E(^1G)=F^0+\frac4{49}F^2+\frac1{441}F^4$, $E(^1D)=F^0-\frac3{49}F^2+\frac{36}{441}F^4$ and $E(^1S)=F^0+\frac{14}{49}F^2+\frac{126}{441}F^4$. With the other two Racah parameters, $A=F^0-\frac{49}{441}F^4$ and $C=\frac{35}{441}F^4$, the five terms read

$$^3F:A-8B,\quad ^3P:A+7B,\quad ^1G:A+4B+2C,\quad ^1D:A-3B+2C,\quad ^1S:A+14B+7C .$$

**The two compared**

At $B=0$ these energies collapse to $A$, $A+2C$ and $A+7C$, the Kanamori levels with

$$A=U-3J,\qquad C=J,\qquad B=0 .$$

The operators agree too, not just the spectra. Two $l=2$ electrons form each $L=0,\dots,4$ once, so an interaction invariant under space rotations is fixed by its five pair energies.

Can a real shell have $B=0$? It would need $F^4/F^2=9/5$. For an unscreened Coulomb interaction, $F^k$ averages $r_<^k/r_>^{k+1}$ over a positive pair density. This kernel falls with $k$ wherever $r_<\neq r_>$, so $F^4<F^2$ and

$$441B=9F^2-5F^4>4F^2>0 .$$

A hydrogenic 3d density has $F^4/F^2=0.65$; a thin shell with radial density $\propto e^{-[(r-3)/0.1]^2}$ gives 0.95, and as the shell narrows $r_<\to r_>$ and the ratio approaches its bound of 1, still far below $9/5$. The inequality does not cover a screened interaction, whose $F^k$ must be examined separately. A Yukawa kernel $e^{-\kappa r_{12}}/r_{12}$ on the same hydrogenic 3d density gives about 0.95 at $\kappa=0.3/a_0$ and 1.5 at $\kappa=1/a_0$. It tends to $9/5$ in the contact limit, where $F^k\propto 2k+1$.

**Why averaging U and J does not bring B back**

Suppose you extract $U$ and $J$ from the true shell. First, every real d orbital has the same $U$. Such an orbital corresponds to a symmetric traceless $3\times3$ matrix $Q$. The $L=2$ part of the pair $QQ$ is $Q^2-\frac13\mathrm{tr}Q^2$, with squared norm $\mathrm{tr}Q^4-\frac13(\mathrm{tr}Q^2)^2$. The Cayley–Hamilton theorem gives $\mathrm{tr}Q^4=\frac12(\mathrm{tr}Q^2)^2$, so this weight is the same for all normalized orbitals. So is the $L=0$ weight, and hence the remaining $L=4$ weight. Evaluating for $z^2$, which is $m=0$,

$$U=D(0,0)=F^0+\tfrac4{49}F^2+\tfrac{36}{441}F^4=A+4B+3C .$$

Next, sum $V_{abba}$ over all $a,b$. This is the trace of $V$ times the exchange of the two orbitals, which is $+1$ for singlets and $-1$ for triplets:

$$5U+20\bar J=(15A+35B+35C)-(10A-35B)=5A+70B+35C .$$

Hence $\bar J=C+\frac52B$. The plain trace gives $5U+20\bar U'=25A+35C$, hence $\bar U'=A-B+C=U-2\bar J$. The averaged model has

$$U-3\bar J=A-\tfrac72B=\tfrac1{10}\big[7E(^3F)+3E(^3P)\big].$$

Its triplet sits at the barycentre of the true triplets. Likewise $U-\bar J=A+\frac32B+2C$ is the barycentre of $^1G$ and $^1D$, while $U+4\bar J$ equals $E(^1S)$. Part of $B$ is absorbed into the new $A$ and $C$; the splittings are lost.

**Numbers**

Take round model values $F^0=4$, $F^2=8$, $F^4=5$ eV. Then $B=8/49-25/441=0.107$ eV, $A=3.444$ eV and $C=0.397$ eV. The averages are $U=5.06$ eV and $\bar J=0.397+2.5\times0.107=0.66$ eV.

| term | d shell (eV) | Kanamori (eV) |
|---|---|---|
| $^3F$ | 2.59 | 3.07 |
| $^3P$ | 4.19 | 3.07 |
| $^1D$ | 3.92 | 4.40 |
| $^1G$ | 4.66 | 4.40 |
| $^1S$ | 7.71 | 7.71 |

The missing splitting is $15B=1.60$ eV (about 12 900 cm$^{-1}$), more than twice $\bar J$. The order changes as well: here $^1D$ lies below $^3P$, because $E(^3P)-E(^1D)=10B-2C>0$, whereas the Kanamori model with $J>0$ puts every triplet below every singlet.

**Other fillings**

The Kanamori energies can be found for any $N$. The first delta term gives $U'N(N-1)/2$. The second exchanges the orbitals of each electron pair. By antisymmetry this equals minus the spin exchange, $-(\frac12+2\mathbf s_i\cdot\mathbf s_j)$, and the sum over pairs is $-[S(S+1)+N^2/4-N]$. The third is $JP^\dagger P$ with $P^\dagger=\sum_ac^\dagger_{a\uparrow}c^\dagger_{a\downarrow}$ and $[P,P^\dagger]=5-\hat N$. Start from a state of $v$ electrons with $P|v\rangle=0$ and add $p=(N-v)/2$ such pairs. Commuting $P$ through gives $\sum_{i=0}^{p-1}(5-v-2i)=p(6-v-p)$. Therefore

$$E=U'\frac{N(N-1)}2-J\Big[S(S+1)+\frac{N^2}4-N\Big]+\frac J4(N-v)(12-N-v).$$

The energy depends on $N$, $S$ and the seniority $v$, but not on $L$, so Hund's second rule has nothing to act on. For $d^3$ in the example, the model has three levels where the true shell has seven (eight terms, of which $^2H$ and $^2P$ coincide).

The effect on the maximal-spin states depends on filling. Two parallel electrons give $F$ and $P$. In $d^3$ the two holes in the half-filled spin shell do the same, since the particle-hole transformation adds only terms that are constant at fixed $N$ in a spherical shell. In $d^7$ and $d^8$ the filled spin shell adds a constant. All four fillings are split by $15B$ in the true shell and by nothing in the Kanamori model; diagonalization confirms this. For $d^1,d^4,d^6,d^9$ there is a single $D$ term and for $d^5$ a single $S$ term, so the maximal-spin degeneracy is right there, though the excited multiplets of $d^4$ to $d^6$ still lack $B$.

**Where the Kanamori form does hold**

It is exact for $t_{2g}$ alone or $e_g$ alone, cut out of a spherical shell. Reflections remove $t_{2g}$ elements in which an orbital appears an odd number of times, and $x\leftrightarrow y$ does so for $e_g$. The relation $U'=U-2J$ follows because $(a\pm b)/\sqrt2$ must also have self-repulsion $U$: averaging over the two signs gives $\frac14(2U+2U'+4J)=U$.

The couplings differ, however: $J=3B+C=0.72$ eV in $t_{2g}$ and $4B+C=0.82$ eV in $e_g$, while the pair $xy$, $x^2-y^2$ has $J=C=0.40$ eV. One common $J$ cannot represent them. Nor does the Kanamori pattern contain elements such as $|\langle xz,z^2|xz,x^2-y^2\rangle|=2\sqrt3B=0.37$ eV.

So if all five orbitals are active and multiplet energies of order $10B$ matter, use the full tensor $V_{abcd}$. For a spherical shell it is built from $F^0,F^2,F^4$. For orbitals in a crystal, where $t_{2g}$ and $e_g$ need not share a radial function, three Slater integrals are themselves an approximation. Making $J$ orbital-dependent while still omitting the other elements would not restore the spherical interaction.

## Numbers as computed

```
Input F0, F2, F4 = 4.0, 8.0, 5.0 eV
F4/F2: example 0.625, at B = 0 1.800
F4/F2: hydrogenic 3d 0.652, thin shell 0.951
Racah A, B, C = 3.4444, 0.1066, 0.3968 eV
Lower bound 4 F2/441 on B = 0.0726 eV
Angular factors, m = 2, 1, 0 (direct) :
  7 c2(m,m) = -2, 1, 2
  21 c4(m,m) = 1, -4, 6
Squares for (2,1) (2,0) (2,-1) (2,-2) (1,0) (1,-1):
  49 c2^2 = 6, 4, 0, 0, 1, 6
  441 c4^2 = 5, 15, 35, 70, 30, 40
Averaged U, U', J = 5.0612, 3.7347, 0.6633 eV
Racah A, C of that Kanamori model = 3.0714, 0.6633 eV
Range of J over orbital pairs = 0.3968 to 0.8231 eV
Range of U' over orbital pairs = 3.4150 to 4.2676 eV
J inside t2g, inside eg = 0.7166, 0.8231 eV
|<xz,z2|xz,x2-y2>| = 0.3692 eV
d2 terms, Slater (eV) and Kanamori (eV):
  3F: 2.5918  3.0714
  3P: 4.1905  3.0714
  1G: 4.6644  4.3980
  1D: 3.9184  4.3980
  1S: 7.7143  7.7143
3P - 3F = 1.5986 eV = 12894 cm^-1; 15B = 1.5986 eV
Conserved SO(5) generators: Kanamori 10, Slater 3
  Kanamori with U' raised by 0.3 eV: 0
Maximal-spin sector: splitting (eV), Slater degeneracies, Kanamori:
  d1: 0.0000  [5]  5
  d2: 1.5986  [7, 3]  10
  d3: 1.5986  [7, 3]  10
  d4: 0.0000  [5]  5
  d5: 0.0000  [1]  1
  d6: 0.0000  [5]  5
  d7: 1.5986  [7, 3]  10
  d8: 1.5986  [7, 3]  10
  d9: 0.0000  [5]  5
d3 levels with Slater interaction (eV, number of states):
  8.7347  28
  10.3333  12
  10.3515  18
  10.8844  28
  11.0726  10
  12.4830  14
  14.6281  10
d3 levels with Kanamori interaction (eV, number of states):
  9.2143  40
  11.2041  70
  13.8571  10
```
